\section*{Classical orientational order of the rings in ferrocene}

\section*{Question}

I am working on an exercise about the cyclopentadienyl rings of ferrocene. The barrier to rotating one ring against the other is given as $3.8\ \mathrm{kJ/mol}$, with fivefold symmetry. I am to calculate the classical orientational order parameter at $300\ \mathrm{K}$ and show that it is about $0.36$.

My first attempt was to average $\cos\phi$, where $\phi$ is the angle between the rings, with a Boltzmann weight. That gives zero at any temperature. I then averaged $\cos5\phi$ with the weight $\exp[(V_0/RT)\cos5\phi]$, where $V_0$ is the barrier. A numerical integration gave $0.60$, which is not $0.36$ either.

Which average is meant, and where does my second attempt go wrong? I would also like to know why the mass of the rings never enters, and whether classical statistics can be trusted for a molecular rotation.

\section*{Answer}

Your second average is the right one, but its exponent is too large by a factor of two. The barrier is the height from minimum to maximum, and a cosine of amplitude $A$ has a height of $2A$.

\subsection*{The model and the order parameter}

Treat the rings as rigid and parallel, turning about a common axis. Measure $\phi$ from the eclipsed arrangement, taken here as the minimum, and keep a single cosine in the potential:
\begin{equation}
V(\phi)=\frac{V_0}{2}\,(1-\cos5\phi).
\label{eq:V}
\end{equation}
This is zero at $\phi=0$ and equals $V_0$ at the staggered angle $\phi=\pi/5$, where $\cos5\phi=-1$. Thus $V_0=3.8\ \mathrm{kJ/mol}$ is the full barrier and the amplitude is $V_0/2$.

The exercise does not define its order parameter. A suitable definition is
\begin{equation}
S=\langle\cos5\phi\rangle .
\end{equation}
It is $1$ for perfectly eclipsed rings, $0$ for free rotation and $-1$ for perfectly staggered rings. If you measure the angle from the staggered arrangement instead, $\phi'=\phi-\pi/5$, then $\cos5\phi'=\cos(5\phi-\pi)=-\cos5\phi$, and $S$ changes sign without any change in the physics.

Your first attempt had to give zero. The potential, and hence the probability density, is unchanged when $\phi$ increases by $2\pi/5$. Shifting the integration variable by this angle therefore gives, for integer $m$,
\begin{equation}
\langle e^{im\phi}\rangle=e^{2\pi i m/5}\,\langle e^{im\phi}\rangle .
\end{equation}
Unless $m$ is a multiple of $5$, the prefactor differs from $1$ and the average must vanish. The lowest harmonic that can report order is $m=5$.

\subsection*{Why the mass drops out}

Let $\alpha_1$ and $\alpha_2$ be the ring angles and $I$ the moment of inertia of one ring about the axis. With $\phi=\alpha_1-\alpha_2$ and $\Phi=(\alpha_1+\alpha_2)/2$, we have $\alpha_{1,2}=\Phi\pm\phi/2$. The cross terms cancel in the kinetic energy:
\begin{align}
T&=\frac I2\left[\left(\dot\Phi+\frac{\dot\phi}{2}\right)^2+\left(\dot\Phi-\frac{\dot\phi}{2}\right)^2\right]\nonumber\\
&=I\dot\Phi^2+\frac I4\dot\phi^2 .
\end{align}
Writing the last term as $\tfrac12I_r\dot\phi^2$ gives the relative inertia $I_r=I/2$. The momentum conjugate to $\phi$ is $p=I_r\dot\phi$, with kinetic energy $p^2/(2I_r)$. Since $I_r$ does not depend on $\phi$, the integral over $p$ gives the same factor at every angle and cancels on normalization. What remains is
\begin{equation}
P(\phi)\propto e^{-V(\phi)/RT}
=e^{-x}\,e^{x\cos5\phi},\qquad x=\frac{V_0}{2RT}.
\end{equation}
The constant $e^{-x}$ cancels too. The inertia affects how fast the rings move, but not this classical equilibrium average.

\subsection*{The average in closed form}

Put $\theta=5\phi$. One turn in $\phi$ covers five identical periods in $\theta$, and $d\phi=d\theta/5$, so for any function $f$ of period $2\pi$
\begin{equation}
\int_0^{2\pi}f(5\phi)\,d\phi=\frac15\int_0^{10\pi}f(\theta)\,d\theta=\int_0^{2\pi}f(\theta)\,d\theta .
\end{equation}
Hence
\begin{equation}
S=\frac{\int_0^{2\pi}\cos\theta\,e^{x\cos\theta}\,d\theta}{\int_0^{2\pi}e^{x\cos\theta}\,d\theta}
=\frac{I_1(x)}{I_0(x)},
\label{eq:S}
\end{equation}
where
\begin{equation}
I_0(x)=\frac1{2\pi}\int_0^{2\pi}e^{x\cos\theta}\,d\theta,\qquad I_1(x)=\frac{dI_0}{dx}
\end{equation}
are modified Bessel functions. Differentiating under the integral brings down the factor $\cos\theta$ needed in the numerator.

You can evaluate them by hand. Expand the exponential in powers of $x\cos\theta$. Odd powers of the cosine average to zero. For even powers, write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$; only the term with equally many factors of each kind survives, so the average of $\cos^{2k}\theta$ over a period is $(2k)!/(4^k k!^2)$. The factor $(2k)!$ cancels the one in the exponential series. With $q=(x/2)^2$,
\begin{align}
I_0(x)&=\sum_{k=0}^{\infty}\frac{q^k}{(k!)^2}
=1+q+\frac{q^2}{4}+\frac{q^3}{36}+\cdots,\label{eq:I0}\\
I_1(x)&=\frac x2\sum_{k=1}^{\infty}\frac{q^{k-1}}{k!\,(k-1)!}\nonumber\\
&=\frac x2\left(1+\frac q2+\frac{q^2}{12}+\frac{q^3}{144}+\cdots\right).\label{eq:I1}
\end{align}
The second series is the derivative of the first, using $dq/dx=x/2$.

\subsection*{The numbers at 300 K}

With $R=8.31446\ \mathrm{J/(mol\,K)}$, $RT=2.4943\ \mathrm{kJ/mol}$. Therefore
\begin{equation}
x=\frac{3.8}{2\times2.4943}=0.7617,\qquad q=0.14506 .
\end{equation}
Keeping four terms in each series,
\begin{align}
I_0&=1+0.14506+0.00526+0.00008=1.1504,\\
I_1&=0.3809\,(1+0.07253+0.00175+0.00002)=0.4092 .
\end{align}
The required order parameter is
\begin{equation}
S=\frac{0.4092}{1.1504}=0.3557\approx0.36 .
\end{equation}

Your exponent contained $V_0/RT=2x$ in place of $x$. That describes a barrier twice as high, and gives $I_1(2x)/I_0(2x)=0.60$. Because $S$ depends only on $V_0/T$ in this model, $0.60$ is also the correct answer for the original barrier at $150\ \mathrm{K}$.

An order parameter of $0.36$ does not mean that $36\%$ of the molecules are eclipsed. It measures the bias of a continuous distribution. The probability density at the staggered angle, relative to the eclipsed angle, is $e^{-V_0/RT}=e^{-2x}=0.218$. The staggered arrangement is disfavoured but well populated.

\subsection*{Hot and cold limits}

For $x\ll1$, divide the two series and keep the first correction:
\begin{align}
S&\approx\frac x2\left(1+\frac q2\right)(1-q)\nonumber\\
&\approx\frac x2\left(1-\frac q2\right)=\frac x2-\frac{x^3}{16}.
\end{align}
At leading order $S\approx V_0/(4RT)$, so the order fades as $1/T$. At $300\ \mathrm{K}$ the first term gives $0.381$ and both terms give $0.353$, on either side of the full result. At $600\ \mathrm{K}$ the full expression gives $S=0.187$, close to half the value at $300\ \mathrm{K}$.

For $x\gg1$, the angle stays near the bottom of a well. There $\cos\theta\approx1-\theta^2/2$, and the weight becomes a Gaussian $e^{-x\theta^2/2}$ with $\langle\theta^2\rangle=1/x$. Thus
\begin{equation}
S\approx1-\frac1{2x}=1-\frac{RT}{V_0}.
\end{equation}
This is the limit of small torsional oscillations within classical mechanics. Ferrocene at $300\ \mathrm{K}$, with $x$ below one, is outside it.

\subsection*{Is classical statistics good enough?}

The leading quantum correction can be derived directly. Let $\beta=1/(kT)$, take $V$ per molecule in this section, and let primes on $V$ denote derivatives with respect to $\phi$. The Hamiltonian of the relative rotation is $H=-(\hbar^2/2I_r)\,d^2/d\phi^2+V$. Taking the trace of $e^{-\beta H}$ in plane waves gives
\begin{equation}
Z_{\mathrm q}=\frac1{2\pi}\sum_p\int_0^{2\pi}e^{-ip\phi/\hbar}\,u\,d\phi,\qquad u=e^{-\beta H}e^{ip\phi/\hbar},
\end{equation}
where the allowed $p$ are spaced by $\hbar$. The function $u$ obeys $\partial_\beta u=-Hu$. Write
\begin{equation}
u=e^{ip\phi/\hbar}\,e^{-\beta[p^2/(2I_r)+V]}\,w,
\end{equation}
where $w=1$ is the classical result. Once the sum over $p$ is replaced by an integral, $Z_{\mathrm q}/Z_{\mathrm{cl}}$ is therefore the average of $w$ over the classical distribution of $p$ and $\phi$. Substitution gives
\begin{align}
\partial_\beta w=\frac{\hbar^2}{2I_r}\Big[&w''+2\Big(\frac{ip}{\hbar}-\beta V'\Big)w'\nonumber\\
&+\Big(\beta^2V'^2-\beta V''-\frac{2ip\beta V'}{\hbar}\Big)w\Big].
\end{align}
Set $w=1+\hbar w_1+\hbar^2w_2$, with $w_1=w_2=0$ at $\beta=0$. The first order gives $w_1=-ip\beta^2V'/(2I_r)$. Inserting this in the second order gives
\begin{equation}
\partial_\beta w_2=\frac1{2I_r}\Big[\beta^2V'^2-\beta V''+\frac{p^2}{I_r}\big(\beta^2V''-\beta^3V'^2\big)\Big].
\end{equation}
Integrate over $\beta$ at fixed $p$, and then average over the thermal momentum distribution. The average of $w_1$ vanishes because it is odd in $p$, and $\langle p^2\rangle=I_r/\beta$. The result is
\begin{align}
\overline{w_2}&=\frac1{2I_r}\Big[\frac{\beta^3V'^2}{3}-\frac{\beta^2V''}{2}+\frac{\beta^2V''}{3}-\frac{\beta^3V'^2}{4}\Big]\nonumber\\
&=\frac{\beta^3V'^2}{24I_r}-\frac{\beta^2V''}{12I_r}.
\end{align}
Here the sum over discrete angular momenta has been replaced by an integral. This is safe when $\hbar^2/(I_r kT)\ll1$, as it is for these rings at $300\ \mathrm{K}$. Integration by parts over a full turn gives $\langle V''\rangle=\beta\langle V'^2\rangle$, so the partition function becomes
\begin{equation}
\frac{Z_{\mathrm q}}{Z_{\mathrm{cl}}}\approx1-\frac{\beta^3\hbar^2}{24I_r}\langle V'^2\rangle .
\end{equation}

For our potential $\beta V'=5x\sin\theta$. Another integration by parts gives $\langle\sin^2\theta\rangle=S/x$, and hence $\beta^2\langle V'^2\rangle=25xS$. Therefore, to this order,
\begin{equation}
\ln Z_{\mathrm q}=\text{constant}-x+\ln I_0(x)-\varepsilon xS,\qquad
\varepsilon=\frac{25\hbar^2}{24I_r kT}.
\end{equation}
At fixed temperature, changing $x$ changes only $\beta V=x(1-\cos\theta)$, so $\partial\ln Z_{\mathrm q}/\partial x=-1+S_{\mathrm q}$. Also, differentiating the classical average gives
\begin{equation}
\frac{dS}{dx}=\langle\cos^2\theta\rangle-S^2=1-\frac Sx-S^2 .
\end{equation}
Combining these,
\begin{equation}
S_{\mathrm q}\approx S-\varepsilon\left(S+x\frac{dS}{dx}\right)=S-\varepsilon x(1-S^2).
\end{equation}
The correction lowers $S$: quantum spreading slightly weakens the preference for the well.

To size it, take a planar regular ring with round bond lengths of $1.43$ \AA\ for C--C and $1.08$ \AA\ for C--H, and masses of $12$ and $1.008$ atomic mass units (u). The carbon atoms lie at $1.43/(2\sin36^\circ)=1.2164$ \AA\ from the axis and the hydrogen atoms at $2.2964$ \AA. Then
\begin{equation}
I=5\,(12\times1.2164^2+1.008\times2.2964^2)=115.4\ \mathrm{u\,\text{\AA}^2},
\end{equation}
so $I_r=57.7\ \mathrm{u\,\text{\AA}^2}$ and $\varepsilon=0.00292$. The shift is
\begin{equation}
\varepsilon x(1-S^2)=0.00292\times0.7617\times(1-0.3557^2)=0.0019 .
\end{equation}
Subtracting before rounding gives $S_{\mathrm q}=0.3537$. Numerical diagonalization of the hindered-rotor Hamiltonian in plane waves $e^{ik\phi}$, followed by a Boltzmann average over its states, gives the same four digits. The quantum effect is about half a percent of $S$, so classical statistics is a good approximation here. It does move the two-digit value from $0.36$ to $0.35$, because the classical value lies just above the rounding boundary. This carries little weight: barriers of $3.75$ and $3.85\ \mathrm{kJ/mol}$, the ends of the interval that rounds to $3.8$, give classical values of $0.352$ and $0.360$, so the rounding of the barrier alone leaves $S$ uncertain by about twice the quantum shift.

\subsection*{What the barrier alone does not tell you}

The single cosine in \eqref{eq:V} is an assumption. Fivefold symmetry also permits a tenfold term,
\begin{equation}
\Delta V=\frac{V_{10}}2(1-\cos10\phi).
\end{equation}
It vanishes at both the eclipsed and the staggered angle. With $c=\cos5\phi$ and $\cos10\phi=2c^2-1$, the total potential is $V_0(1-c)/2+V_{10}(1-c^2)$. Its derivative with respect to $c$ is $-V_0/2-2V_{10}c$, which stays negative for $|V_{10}|<V_0/4$. The minimum and maximum then keep their places, and the barrier is still $V_0$.

The order parameter does change. For $V_{10}=+0.19\ \mathrm{kJ/mol}$, or $5\%$ of the barrier, numerical integration of the classical average gives $S=0.362$; for $V_{10}=-0.19\ \mathrm{kJ/mol}$ it gives $0.350$. Such a modest change of shape matters more than the quantum correction.

The model also assumes that nothing outside the molecule hinders the rings. In a crystal, the surroundings act on each ring separately, so the energy depends on $\alpha_1$ and $\alpha_2$ and not only on $\phi$. The surroundings need not have fivefold symmetry, but a rigid regular ring turned by $2\pi/5$ is identical to itself, so the energy keeps the period $2\pi/5$ in each angle. The shift argument still applies, and in equilibrium $\langle\cos\phi\rangle$ and the other harmonics below $m=5$ remain zero. What changes is the fivefold part: $S$ takes a different value, the preferred angle can move away from $\phi=0$ so that $\langle\sin5\phi\rangle\neq0$, and the potential \eqref{eq:V} no longer specifies the distribution.
